# Drift-diffusion current in a two-dimensional channel and the square law: a program that tests the result

```python
"""Drift-diffusion current of a gated two-dimensional electron channel.

Result under test (Hartree atomic units, e = hbar = 1):
    I = mobility * (W/L) * [Pi(Q_source) - Pi(Q_drain)],
    Pi(Q) = Q^2/(2 C) + P(Q),  P(Q) = -D (kT)^2 Li2(1 - exp(Q/(D kT))).
Q: sheet charge magnitude, C: gate capacitance per area, D: density of
states per area and energy, P: electron-gas pressure, U: gate voltage
above threshold, VD: drain voltage, eta: (Fermi level - band edge)/kT.
For kT -> 0 the result is the square law with C replaced by C D/(C + D).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, spence

mass, degeneracy = 0.2, 2
permittivity, thickness = 16.0, 80.0
kT0, mobility = 0.001, 1000.0
length, width = 20000.0, 20000.0
U0 = 0.02
D = degeneracy * mass / (2 * np.pi)
C = permittivity / (4 * np.pi * thickness)
C_series = C * D / (C + D)
prefactor = mobility * width / length
microampere = physical_constants["atomic unit of current"][0] * 1e6


def solve_eta(U, kT=kT0):
    """Solve the gate balance U = Q/C + eta kT."""
    def balance(eta):
        return kT * eta + D * kT * np.logaddexp(0, eta) / C - U
    return brentq(balance, min(U, 0) / kT - 60, max(U, 0) / kT + 1,
                  xtol=1e-13)


def charge(U, kT=kT0):
    return D * kT * np.logaddexp(0, solve_eta(U, kT))


def pressure(Q, kT=kT0):
    # scipy's spence(z) is Li2(1 - z)
    return -D * kT**2 * spence(np.exp(Q / (D * kT)))


def Pi(Q, kT=kT0):
    return Q**2 / (2 * C) + pressure(Q, kT)


def current(U, VD):
    return prefactor * (Pi(charge(U)) - Pi(charge(U - VD)))


def saturation(U):
    return prefactor * Pi(charge(U))


def square_law(U, VD, capacitance):
    if U <= 0:
        return 0.0
    v = min(VD, U)
    return prefactor * capacitance * (U * v - v**2 / 2)


def diffusion_coefficient(Q, kT=kT0):
    y = Q / (D * kT)
    return mobility * kT * y / (-np.expm1(-y))


def voltage_integral(U, VD, kT=kT0):
    """Integrate the self-consistent charge over the channel voltage."""
    edges = [0.0, U, VD] if 0 < U < VD else [0.0, VD]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        # absolute floor: far below every integral tested here
        total += quad(lambda v: charge(U - v, kT), a, b,
                      epsabs=1e-16, epsrel=1e-9, limit=300)[0]
    return total


def finite_volume(U, VD, cells=160):
    """Solve the continuity equation with separate drift and diffusion."""
    QS, QD = charge(U), charge(U - VD)
    h = length / cells

    def fluxes(inner):
        Q = np.concatenate(([QS], inner, [QD]))
        face = (Q[1:] + Q[:-1]) / 2
        potential = -Q / C
        drift = mobility * face * np.diff(potential) / h
        diffusion = -diffusion_coefficient(face) * np.diff(Q) / h
        return drift, diffusion

    def residual(inner):
        return np.diff(sum(fluxes(inner)))

    inner = np.linspace(QS, QD, cells + 1)[1:-1]
    step = 1e-5 * QD
    for _ in range(14):
        jacobian = np.empty((cells - 1, cells - 1))
        for j in range(cells - 1):
            shift = np.zeros(cells - 1)
            shift[j] = step
            jacobian[:, j] = (residual(inner + shift)
                              - residual(inner - shift)) / (2 * step)
        inner = inner - np.linalg.solve(jacobian, residual(inner))
    drift, diffusion = fluxes(inner)
    total = drift + diffusion
    assert np.ptp(total) < 1e-6 * np.mean(total)
    x = np.linspace(0, 1, cells + 1)[1:-1]
    return width * np.mean(total), np.mean(drift) / np.mean(total), x, inner


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Momentum-space integrals against the closed forms.
for eta in (-3.0, 0.5, 4.0):
    kmax = np.sqrt(2 * mass * kT0 * (max(eta, 0) + 45))

    def k_integral(weight):
        def integrand(k):
            f = expit(eta - k**2 / (2 * mass * kT0))
            return degeneracy * k / (2 * np.pi) * weight(k, f)
        return quad(integrand, 0, kmax, epsabs=0, epsrel=1e-10,
                    limit=300)[0]

    Q = D * kT0 * np.logaddexp(0, eta)
    tau = mobility * mass
    response = k_integral(lambda k, f: f * (1 - f) / kT0)
    conductivity = tau * k_integral(
        lambda k, f: k**2 / (2 * mass**2) * f * (1 - f) / kT0)
    energy = k_integral(lambda k, f: k**2 / (2 * mass) * f)
    assert close(k_integral(lambda k, f: f), Q, 1e-7)
    assert close(response, D * expit(eta), 1e-7)
    assert close(conductivity / Q, mobility, 1e-7)
    assert close(conductivity / response, diffusion_coefficient(Q), 1e-7)
    assert close(energy, pressure(Q), 1e-7)

# Equilibrium in an uneven potential: only one relation gives no current.
x = np.linspace(0, 1, 4001)
phi = 0.002 * np.sin(2 * np.pi * x)
Q = D * kT0 * np.logaddexp(0, 4 + phi / kT0)
dQ = np.gradient(Q, x, edge_order=2)
drift = mobility * Q * np.gradient(phi, x, edge_order=2)
scale = np.max(abs(drift))
leak_general = np.max(abs(drift - diffusion_coefficient(Q) * dQ)) / scale
leak_ordinary = np.max(abs(drift - mobility * kT0 * dQ)) / scale
assert leak_general < 1e-4 and leak_ordinary > 0.3

# Spatial solution against integrated current, profile and drift share.
QS = charge(U0)
fv_currents = {}
for VD in (0.0005, 0.01, 0.02):
    I_fv, share_fv, x, Q_fv = finite_volume(U0, VD)
    QD = charge(U0 - VD)
    difference = Pi(QS) - Pi(QD)
    assert close(I_fv, current(U0, VD), 2e-4)
    assert close(share_fv, (QS**2 - QD**2) / (2 * C) / difference, 5e-4)
    assert np.max(abs((Pi(QS) - Pi(Q_fv)) / difference - x)) < 5e-4
    fv_currents[VD] = I_fv

# Linear regime: charge slope and second-order expansion.
etaS = solve_eta(U0)
Cq = D * expit(etaS)
C_total = C * Cq / (C + Cq)
dv = 1e-5
assert close((charge(U0 + dv) - charge(U0 - dv)) / (2 * dv), C_total, 1e-5)
expansion = prefactor * (QS * 0.0005 - C_total * 0.0005**2 / 2)
assert close(fv_currents[0.0005], expansion, 2e-5)

# Cold limit: square law with the series capacitance.
for VD in (0.001, 0.01, 0.03):
    cold = prefactor * voltage_integral(U0, VD, kT=1e-5)
    assert close(cold, square_law(U0, VD, C_series), 1e-4)

# Saturation: full integral, then the thermal excess for a filled source.
assert close(prefactor * voltage_integral(U0, U0 + 0.03),
             saturation(U0), 1e-6)
thermal_excess = np.pi**2 / 6 * D * kT0**2
excess = voltage_integral(0.06, 0.09) - C_series * 0.06**2 / 2
assert close(excess, thermal_excess, 1e-3)

# Below threshold: the gate factor alters this limit by about D exp(U/kT)/C.
U_low, V_low = -0.01, 0.001
low = D * kT0**2 * np.exp(U_low / kT0) * (1 - np.exp(-V_low / kT0))
assert close(voltage_integral(U_low, V_low), low, 1e-3)

I_sat = saturation(U0)
I_lin = current(U0, 0.0005)
thermal_speed = np.sqrt(kT0 / mass)
Q_fast = I_sat / width / thermal_speed
print("All values in Hartree atomic units unless a unit is shown")
print(f"mass {mass}, spin states {degeneracy}, kT {kT0} hartree")
print(f"permittivity {permittivity}, gate distance {thickness} bohr")
print(f"mobility {mobility}, L {length} bohr, W {width} bohr")
print(f"density of states D = {D:.6f}")
print(f"gate capacitance C = {C:.6f}, D/C = {D/C:.4f}")
print(f"series capacitance C_s = {C_series:.6f}, C_s/C = {C_series/C:.4f}")
print(f"U = {U0}: source eta = {etaS:.5f}, Q_S = {QS:.5e}")
print(f"C_s U = {C_series*U0:.5e}, C U = {C*U0:.5e}")
print(f"source C_q = {Cq:.6f}, dQ/dU = {C_total:.6f}")
print(f"diffusion coeff./(mobility kT) at source = "
      f"{diffusion_coefficient(QS)/(mobility*kT0):.4f}")
print(f"Q_S^2/(2C) = {QS**2/(2*C):.5e}, P_S = {pressure(QS):.5e}")
print(f"Pi_S = {Pi(QS):.5e}, C_s U^2/2 = {C_series*U0**2/2:.5e}")
print(f"thermal excess pi^2 D (kT)^2/6 = {thermal_excess:.5e}")
print(f"actual excess at this U = {Pi(QS)-C_series*U0**2/2:.5e}")
print("VD | current | square law C_s | square law C (at U = 0.02)")
for VD in (0.0005, 0.005, 0.01, 0.02, 0.03):
    print(f"{VD:.4f} | {current(U0, VD):.5e} | "
          f"{square_law(U0, VD, C_series):.5e} | "
          f"{square_law(U0, VD, C):.5e}")
print("U | saturation current | square law C_s | square law C")
for U in (-0.005, 0.0, 0.01, 0.02, 0.04):
    print(f"{U:.3f} | {saturation(U):.5e} | "
          f"{square_law(U, 1.0, C_series):.5e} | "
          f"{square_law(U, 1.0, C):.5e}")
print(f"linear current, VD = 0.0005: {I_lin*microampere:.4f} microampere")
print(f"saturation current: {I_sat*microampere:.4f} microampere")
print(f"linear: current / square law C = "
      f"{I_lin/square_law(U0, 0.0005, C):.4f}")
print(f"saturation: current / square law C = "
      f"{I_sat/square_law(U0, 1.0, C):.4f}")
print(f"saturation: current / square law C_s = "
      f"{I_sat/square_law(U0, 1.0, C_series):.4f}")
print(f"current at VD = U / saturation current = "
      f"{current(U0, U0)/I_sat:.5f}")
print(f"finite-volume current at VD = 0.01: {fv_currents[0.01]:.5e}")
print(f"finite-volume current at VD = 0.02: {fv_currents[0.02]:.5e}")
print(f"drift share in saturation = {QS**2/(2*C)/Pi(QS):.4f}")
print(f"degenerate drift share D/(C+D) = {D/(C+D):.4f}")
ordinary = prefactor * (QS**2 / (2 * C) + kT0 * QS)
print(f"saturation current, ordinary Einstein relation: {ordinary:.5e}")
print(f"its ratio to the correct saturation current: {ordinary/I_sat:.4f}")
print(f"false equilibrium current / peak drift, ordinary: "
      f"{leak_ordinary:.3f}")
print(f"same ratio, generalised (grid error): {leak_general:.1e}")
print(f"thermal speed sqrt(kT/m) = {thermal_speed:.4f}")
for VD in (0.02, 0.03):
    speed = current(U0, VD) / width / charge(U0 - VD)
    print(f"carrier speed at drain, VD = {VD}: {speed:.4g}")
print(f"saturation: speed exceeds thermal in last "
      f"{length*Pi(Q_fast)/Pi(QS):.1f} bohr")
print("tests ok")
```

Output:

```
All values in Hartree atomic units unless a unit is shown
mass 0.2, spin states 2, kT 0.001 hartree
permittivity 16.0, gate distance 80.0 bohr
mobility 1000.0, L 20000.0 bohr, W 20000.0 bohr
density of states D = 0.063662
gate capacitance C = 0.015915, D/C = 4.0000
series capacitance C_s = 0.012732, C_s/C = 0.8000
U = 0.02: source eta = 3.98527, Q_S = 2.54882e-04
C_s U = 2.54648e-04, C U = 3.18310e-04
source C_q = 0.062500, dQ/dU = 0.012685
diffusion coeff./(mobility kT) at source = 4.0781
Q_S^2/(2C) = 2.04094e-06, P_S = 6.09093e-07
Pi_S = 2.65003e-06, C_s U^2/2 = 2.54648e-06
thermal excess pi^2 D (kT)^2/6 = 1.04720e-07
actual excess at this U = 1.03551e-07
VD | current | square law C_s | square law C (at U = 0.02)
0.0005 | 1.25856e-04 | 1.25732e-04 | 1.57166e-04
0.0050 | 1.11611e-03 | 1.11408e-03 | 1.39261e-03
0.0100 | 1.91749e-03 | 1.90986e-03 | 2.38732e-03
0.0200 | 2.62076e-03 | 2.54648e-03 | 3.18310e-03
0.0300 | 2.65003e-03 | 2.54648e-03 | 3.18310e-03
U | saturation current | square law C_s | square law C
-0.005 | 4.22637e-07 | 0.00000e+00 | 0.00000e+00
0.000 | 2.92674e-05 | 0.00000e+00 | 0.00000e+00
0.010 | 7.32544e-04 | 6.36620e-04 | 7.95775e-04
0.020 | 2.65003e-03 | 2.54648e-03 | 3.18310e-03
0.040 | 1.02906e-02 | 1.01859e-02 | 1.27324e-02
linear current, VD = 0.0005: 0.8336 microampere
saturation current: 17.5528 microampere
linear: current / square law C = 0.8008
saturation: current / square law C = 0.8325
saturation: current / square law C_s = 1.0407
current at VD = U / saturation current = 0.98896
finite-volume current at VD = 0.01: 1.91749e-03
finite-volume current at VD = 0.02: 2.62076e-03
drift share in saturation = 0.7702
degenerate drift share D/(C+D) = 0.8000
saturation current, ordinary Einstein relation: 2.29582e-03
its ratio to the correct saturation current: 0.8663
false equilibrium current / peak drift, ordinary: 0.793
same ratio, generalised (grid error): 5.2e-08
thermal speed sqrt(kT/m) = 0.0707
carrier speed at drain, VD = 0.02: 0.00732
carrier speed at drain, VD = 0.03: 45.85
saturation: speed exceeds thermal in last 15.1 bohr
tests ok
```
